# Zero-point energy and the classical free energy of oxide polymorphs

**Q:** I am comparing two polymorphs of an oxide. For each I have the static lattice energy and the classical harmonic free energy, $kT\sum\ln(\hbar\omega/kT)$. Classical mechanics knows nothing of zero-point motion, so I add $\tfrac12\sum\hbar\omega$ as the quantum correction. That should bring me closer to the truth at any temperature.

**A:** Let us test it on one mode of frequency $\omega$, for which both free energies can be found in closed form. Write $w=\hbar\omega$ and $x=w/kT$. The quantum levels are $w(n+\tfrac12)$, and the partition function is a geometric series:

$$Z_q=\sum_{n=0}^{\infty}e^{-x(n+1/2)}=\frac{e^{-x/2}}{1-e^{-x}} .$$

With $F=-kT\ln Z$ this gives

$$F_q=\frac w2+kT\ln(1-e^{-x}).$$

The first term is the zero-point energy. I shall call the second the Bose thermal part.

For the classical result, integrate over phase space with one state per cell $2\pi\hbar$. The Hamiltonian is $p^2/2m+m\omega^2q^2/2$, so both integrals are Gaussian:

$$Z_{cl}=\frac{1}{2\pi\hbar}\sqrt{2\pi mkT}\,\sqrt{\frac{2\pi kT}{m\omega^2}}=\frac{kT}{\hbar\omega}=\frac1x,\qquad F_{cl}=kT\ln x .$$

**Q:** That supports me. The quantum formula has $w/2$ in plain sight, and the classical one does not.

**A:** It would support you if the remaining terms were equal, that is, if $kT\ln(1-e^{-x})$ tended to $kT\ln x$ with an error that vanishes at high temperature. Expand it for small $x$:

$$1-e^{-x}=x\left(1-\frac x2+\frac{x^2}{6}-\dots\right).$$

Take the logarithm, using $\ln(1+u)=u-u^2/2+\dots$ with $u=-x/2+x^2/6$. To second order $u^2=x^2/4$, so

$$\ln(1-e^{-x})=\ln x-\frac x2+\frac{x^2}{6}-\frac{x^2}{8}+\dots=\ln x-\frac x2+\frac{x^2}{24}+\dots$$

Multiplied by $kT$, the term $-x/2$ becomes $-w/2$. It does not vanish as the temperature rises, and it cancels the zero-point energy:

$$F_q=F_{cl}+\frac{w^2}{24kT}+\dots$$

**Q:** Could a linear term come back from the higher orders?

**A:** No, because of a symmetry. Put the zero-point term inside the logarithm, using $e^{x/2}(1-e^{-x})=e^{x/2}-e^{-x/2}$:

$$F_q=kT\ln\left[2\sinh\frac x2\right],\qquad F_q-F_{cl}=kT\ln\frac{2\sinh(x/2)}{x}.$$

The ratio $2\sinh(x/2)/x$ does not change when $x\to-x$, so its logarithm contains even powers only. Explicitly, the ratio is $1+x^2/24+x^4/1920+\dots$, and its logarithm is

$$\frac{x^2}{24}+x^4\left(\frac1{1920}-\frac12\cdot\frac1{24^2}\right)+\dots=\frac{x^2}{24}-\frac{x^4}{2880}+\dots$$

The series converges for $x<2\pi$, since the nearest zeros of the ratio in the complex plane are at $x=\pm2\pi i$.

**Q:** So the classical free energy secretly contains the zero-point energy, and I was counting it twice?

**A:** "Double counting" is a loose name for it. No term $w/2$ sits inside $kT\ln x$. What happens is that the Bose thermal part contains $-w/2$ at high temperature. If you add the zero-point energy, you must also add that negative partner, and the classical formula does not supply it.

The mean energy shows the physics. The thermal energy of the quantum mode is

$$\frac{w}{e^x-1}=\frac wx\left(1-\frac x2+\frac{x^2}{12}-\dots\right)=kT-\frac w2+\frac{w^2}{12kT}-\dots$$

Adding the zero-point energy gives a total of $kT+w^2/12kT-\dots$. The equipartition value $kT$ is thus the high-temperature limit of the whole energy, measured from the bottom of the well, with zero-point motion included. It is not a thermal energy to be stacked on top of $w/2$.

**Q:** How large is the damage for a realistic mode?

**A:** Take $w=50$ meV at 1000 K. Then $kT=86.173$ meV and $x=0.5802$. The classical value is $86.173\ln 0.5802=-46.91$ meV. The quantum value is $25.00-70.70=-45.70$ meV, where the second number is the Bose thermal part. The classical result is therefore too low by 1.21 meV, and the leading term $w^2/24kT$ also gives 1.21 meV. Your recipe gives $-46.91+25.00=-21.91$ meV, which is too high by 23.8 meV. The correction has the right sign but is about twenty times too large.

**Q:** At absolute zero, though, the energy really is $w/2$. There my recipe must win.

**A:** It does, and this limits the claim against you to temperatures that are not too low. Compare the two errors. Without the zero-point energy,

$$F_q-F_{cl}=kT\,g(x),\qquad g(x)=\ln\frac{2\sinh(x/2)}{x},$$

which is positive because $\sinh y>y$ for $y>0$. With it,

$$F_q-\left(F_{cl}+\frac w2\right)=-kT\ln\frac{x}{1-e^{-x}},$$

which is negative because $x>1-e^{-x}$. The classical value is always too low, and yours is always too high.

The second error has size $kT(x/2-g)$. The sizes are equal when $g=x/2-g$, that is, $g=x/4$. Since $g=x/2-\ln[x/(1-e^{-x})]$, this condition reads

$$\ln\frac{x}{1-e^{-x}}=\frac x4 ,$$

with the root $x=8.615$. There is one root only: $g''=1/x^2-1/[4\sinh^2(x/2)]$ is positive and $g(0)=0$, so $g/x$ rises steadily, from 0 to $1/2$, and passes $1/4$ once.

For the 50 meV mode the root means $T=50/(8.615\times0.086173)\approx67$ K. Below that, your sum is the closer of the two. As $T\to0$ its error, about $kT\ln(w/kT)$, goes to zero. Its entropy is still wrong, however. From $F_{cl}=-kT\ln(kT/w)$ one finds $S=-\partial F/\partial T=k\ln(kT/w)+k$, which falls to $-\infty$, and a constant $w/2$ does nothing to repair that.

**Q:** I need a difference between polymorphs, not one mode. Perhaps most of the error drops out.

**A:** Part of it can, so let us do the sum. Assume stable harmonic lattices at fixed volume, with the same atoms per formula unit and rigid translations left out. All differences $\Delta$ are fourfold-coordinated minus sixfold-coordinated polymorph, per formula unit. Both have the same number of modes, so the factors $\hbar$ and $kT$ inside the logarithms cancel:

$$\Delta F_{cl}=kT\sum\ln\frac{\omega_{four}}{\omega_{six}}=-kTL,\qquad L=\sum\ln\frac{\omega_{six}}{\omega_{four}} .$$

The sum runs over the branches and is averaged over wavevectors.

This form gives a check on your recipe that needs no numbers. The squared frequencies are the eigenvalues of $D=M^{-1/2}\Phi M^{-1/2}$, where $\Phi$ holds the force constants and $M$ the masses. Hence

$$\sum\ln\omega^2=\ln\det D=\ln\det\Phi-\ln\det M .$$

The masses are the same in both polymorphs, so $\ln\det M$ cancels and $L$ depends on force constants alone. Any mass dependence of the phase boundary is a quantum effect. Multiply all masses by four at fixed force constants: every frequency halves, and so does $\Delta E_{zp}$, the difference in zero-point energy. The leading true correction,

$$d\equiv\Delta F_q-\Delta F_{cl}\approx\frac{\Delta\sum w^2}{24kT}=\frac{\hbar^2\,\Delta\,\mathrm{Tr}\,D}{24kT},$$

falls to a quarter. Your term has the wrong dependence on mass as well as the wrong size.

**Q:** Give me a lattice, then.

**A:** Take Mn and O masses, 54.938 u and 15.999 u, in the rocksalt (sixfold) and zinc blende (fourfold) structures, with springs between nearest neighbours. For stretching and for transverse displacement the chosen constants are $k_L=30$, $k_T=9$ N/m in the sixfold form and $k_L=50$, $k_T=6$ N/m in the fourfold form.

A bond along the unit vector $\mathbf n$ has the force-constant matrix $k_T\mathbf 1+(k_L-k_T)\,\mathbf n\mathbf n^T$. For $z$ bonds in a cubic arrangement $\sum\mathbf n\mathbf n^T=(z/3)\mathbf 1$, so the on-site constant is

$$s=zk_T+\frac z3(k_L-k_T)=\frac z3(k_L+2k_T).$$

This is $2\times48=96$ N/m for the sixfold form and $\tfrac43\times62=82.7$ N/m for the fourfold. The trace is $\mathrm{Tr}\,D=3s(1/m_{Mn}+1/m_O)$, which gives $\sum w^2=6064$ and 5222 meV$^2$. No phonon calculation is needed for these two numbers.

The zero-point energies and $L$ do need one. Diagonalizing $D$ on a grid of wavevectors gives zero-point energies of 88.46 and 78.24 meV, so $\Delta E_{zp}=-10.2$ meV, and $L=1.258$. The vibrational free-energy differences, in meV per formula unit, are:

| $T$ (K) | quantum | classical | classical + zero-point |
|---|---|---|---|
| 20 | −10.3 | −2.2 | −12.4 |
| 50 | −11.0 | −5.4 | −15.6 |
| 300 | −33.9 | −32.5 | −42.8 |
| 1000 | −108.8 | −108.4 | −118.6 |

**Q:** At 20 K and 50 K my column is the better one.

**A:** Yes, and the two errors become equal at 58 K in this model. At 300 K the classical difference is off by 1.3 meV and yours by 8.9 meV. At 1000 K the errors are 0.4 and 9.8 meV. Yours approaches the full $|\Delta E_{zp}|$ as the true correction dies away.

The cancellation is visible at 1000 K. The Bose thermal difference is $-98.6$ meV, and with the zero-point difference of $-10.2$ meV it makes the quantum value, $-108.8$ meV. The classical value is already close to that sum, not to the thermal part alone.

**Q:** What does it do to a transition temperature?

**A:** Let the fourfold form lie $\Delta E=120$ meV higher in static energy, a chosen value. The forms are in equilibrium when $\Delta E+\Delta F=0$. Classically $\Delta E=kTL$, so

$$T_{cl}=\frac{\Delta E}{kL}=\frac{120}{0.086173\times1.2581}\approx1107\ \text{K}.$$

With your term the condition is $\Delta E+\Delta E_{zp}=kTL$, and

$$T=\frac{120-10.23}{0.10841}\approx1013\ \text{K}.$$

With the quantum free energy it is $\Delta E-kTL+d(T)=0$, or $T-T_{cl}=d(T)/kL$. The shift is small, so $d$ may be evaluated at $T_{cl}$, where $kT=95.4$ meV:

$$d\approx\frac{5222-6064}{24\times95.4}=-0.37\ \text{meV},\qquad T-T_{cl}\approx\frac{-0.37}{0.108}\approx-3.4\ \text{K}.$$

Solving with the full quantum free energy gives 1103.5 K, the same shift. The last digit moves by about 0.1 K with the grid of wavevectors, while the shift stays at 3.4 K. Your recipe misses this by 91 K, or 8% of the quantum value; the uncorrected classical result misses it by 3.4 K. The true shift is downward because the sixfold form has the larger $\sum w^2$, so the quantum correction raises its free energy more.

**Q:** Is adding the zero-point difference at high temperature then always worse than doing nothing?

**A:** Not for differences. It is worse when $|d-\Delta E_{zp}|>|d|$. Squaring both sides and cancelling $d^2$ gives

$$\Delta E_{zp}\,(\Delta E_{zp}-2d)>0 .$$

So it helps when $\Delta E_{zp}$ lies between 0 and $2d$. Compare one set of two modes at 30 and 50 meV with another at 39.9 and 39.9 meV, second minus first. The zero-point difference is $(79.8-80)/2=-0.100$ meV. At 1000 K, $d=-0.103$ meV, because the sums of squares differ although the sums nearly agree. Adding the zero-point term leaves an error of only 0.003 meV. This is an accident of the frequencies and the temperature. Since $d$ falls as $1/T$ and $\Delta E_{zp}$ stays fixed, any nonzero $\Delta E_{zp}$ ends up outside that interval on sufficient heating.

**Q:** Could I quote 1103.5 K as a prediction for MnO?

**A:** No. The masses are those of MnO, but the force constants and $\Delta E$ are round choices. The highest sampled phonon is 45 meV in the sixfold model; in real MnO the polar longitudinal modes reach roughly 60 meV, and the springs used here leave out the long-range electric forces that raise those modes. The transverse springs also resist a rigid rotation of the crystal, which the forces in a real stress-free lattice do not. Rocksalt is the stable structure of MnO under ordinary conditions, and the transition here belongs to the model. Heating in air also brings in higher manganese oxides, whose stability depends on oxygen pressure.

A real oxide also breaks the assumption of fixed volume. Let the frequencies vary as $V^{-\gamma}$, with bulk modulus $B$ and fractional volume change $\epsilon$. For six classical modes, the volume-dependent free energy is

$$\tfrac12BV\epsilon^2-6\gamma kT\ln(1+\epsilon).$$

Rough inputs are $B=150$ GPa, $V=22$ Å$^3$, $\gamma=1.5$ for the sixfold form and 100 GPa, 27 Å$^3$, 1.0 for the fourfold. These moduli are meant for a real oxide; the springs of the model alone give only 45 and 35 GPa under uniform dilation. Minimizing at $T_{cl}$ gives expansions of 4.0% and 3.3%, with energies of $-17.2$ and $-9.4$ meV. The difference, $+7.8$ meV, would raise the transition by about 72 K if held at its value at $T_{cl}$; it grows with temperature, and the self-consistent shift is about 80 K. As a measure of how sensitive the result is to the phonon frequencies, raising the frequencies of one branch by 10% in one polymorph changes its free energy by $kT\ln1.1=9.1$ meV, or 84 K, with a sign that depends on which polymorph has its frequencies raised.

**Q:** Those are nearly as large as my 91 K. Why worry about the zero-point term?

**A:** Because they are separate effects with their own signs. Here expansion raises the true transition temperature, while your term lowers the calculated one. A fixed-volume calculation with your term is then too low on both counts; with other elastic constants the two errors could partly cancel. These effects limit how far the model can be trusted for a real oxide, and they give no reason to add $w/2$ to a classical free energy whose high-temperature correction has no such term.

Magnetism is smaller at this temperature, provided the exchange constants of both forms are about 1 meV or less and $\Delta E$ refers to disordered spins. A static energy computed for an antiferromagnetic state also contains the energy of ordering, about $3JS^2\approx11$ meV per Mn for the order found in MnO and the rough $J$ used below. That energy must be removed from each polymorph first, since it need not cancel in the difference. Each Mn spin $S=5/2$ contributes an entropy $k\ln6$ when disordered, and this cancels between the polymorphs. What remains at leading order is the short-range correlation. For an energy $J\,\mathbf S_1\cdot\mathbf S_2$ per pair, the average over free spins is zero and the mean square is $J^2[S(S+1)]^2/3$. The second-order free energy is minus the mean square over $2kT$. With a rough $J=0.6$ meV and 18 neighbours, hence 9 pairs per Mn, it is

$$-9\times\frac{0.6^2\times8.75^2/3}{2\times95.4}\approx-0.43\ \text{meV}$$

per polymorph. Only the difference between the polymorphs shifts the transition, but if their exchange constants differ it can be of this order or larger. The term grows as $J^2$. The value 0.6 meV gives the ordering temperature in mean field, but a Curie-Weiss temperature of only $-366$ K, where MnO shows roughly $-550$ to $-600$ K. A $J$ of 0.9 to 1 meV, which matches that, gives about $-1$ meV, or some 10 K, and an ordering energy of 17 to 19 meV. The exchange in the fourfold form is not fixed by anything here. The last few kelvin of the transition temperature mean little for a magnetic oxide. Real MnO orders magnetically below roughly 120 K, so the 58 K crossover describes the lattice vibrations of the model only.

**Q:** What should I put in my calculation, then?

**A:** If you have the phonon frequencies, use $\tfrac12\sum w+kT\sum\ln(1-e^{-w/kT})$ for each polymorph. There the zero-point energy belongs, because its partner is present. If your free energy comes from the classical harmonic formula, add $F_q-F_{cl}$ mode by mode. For an anharmonic classical calculation, such as molecular dynamics, this harmonic correction is only an approximation. When $kT$ is at least half the highest phonon energy, the trace term gives the correction for each polymorph to within 4%; for stiffer modes or lower temperatures use the full expression. At 300 K the trace term gives $-842/(24\times25.85)=-1.36$ meV for the difference above, against $-1.33$ meV from the full sum. The 4% bound does not carry over to a difference whose two parts nearly cancel. At $kT=25$ meV, for modes at 30 and 50 meV against 39.9 and 39.9 meV, the trace term gives $-0.36$ meV and the full expression $-0.32$ meV; against 41.15 and 41.15 meV the two give $-0.022$ and $+0.004$ meV.

**Q:** So in my spreadsheet the zero-point column may stay, provided the classical logarithm next to it is replaced by the Bose one.

**A:** Yes. If you keep the classical logarithm, the column has to hold $F_q-F_{cl}$ instead. The numerical output lists the values used here with more digits.

## Numbers as computed

```
Level sum: linear coefficient at x=0.01: 0.000417
Level sum: quadratic coefficient 0.041667, 1/24 = 0.041667
Level sum: quartic coefficient -3.472e-04, -1/2880 = -3.472e-04
Thermal part alone: linear coefficient -0.49958
Single mode, equal errors at x = 8.615
Mode 50 meV at 1000 K: kT = 86.173 meV, x = 0.5802
  F quantum = -45.702 meV, F classical = -46.907 meV
  ZPE = 25.000 meV, Bose thermal part = -70.702 meV
  F classical + ZPE = -21.907 meV
  true correction = 1.2054 meV, kT x^2/24 = 1.2088 meV
Masses: Mn 54.938 u, O 15.999 u
Sixfold force constants: 30 long., 9 transv. N/m
Fourfold force constants: 50 long., 6 transv. N/m
Highest sampled mode: sixfold 44.92, fourfold 41.71 meV
ZPE: sixfold 88.46, fourfold 78.24, difference -10.23 meV/fu
Sum of squared energies: sixfold 6064.3, fourfold 5222.1 meV^2/fu
L = 1.2581 (16^3 wavevectors), 1.2581 (12^3)
Vibrational free-energy differences, meV/fu:
  20 K: quantum -10.253, classical -2.168, classical+ZPE -12.395
  50 K: quantum -11.014, classical -5.421, classical+ZPE -15.648
  300 K: quantum -33.853, classical -32.523, classical+ZPE -42.750
  1000 K: quantum -108.817, classical -108.411, classical+ZPE -118.638
Bose thermal difference at 1000 K: -98.590 meV/fu
Polymorph difference, equal errors at T = 58.3 K
Static energy difference (chosen): 120.0 meV/fu
Transition T: classical 1106.9 K
Transition T: quantum 1103.5 K
Transition T: classical + ZPE 1012.6 K
Shift from classical: quantum -3.40 K, added ZPE -94.34 K
Error of classical + ZPE transition T: -90.9 K
At classical transition: correction -0.3673, trace formula -0.3679 meV/fu
All masses x4: correction ratio 0.2503, ZPE ratio 0.5000
Counterexample at 1000 K: modes 30, 50 meV against 39.9, 39.9 meV
  ZPE difference -0.1000 meV
  error classical -0.1034, with ZPE -0.0034 meV
Neglected effects at classical transition T (rough inputs):
  sixfold: B 150 GPa, V 22 A^3/fu, Grueneisen 1.5
  fourfold: B 100 GPa, V 27 A^3/fu, Grueneisen 1.0
  volume strain: sixfold 4.0 %, fourfold 3.3 %
  expansion energy: sixfold -17.2, fourfold -9.4 meV/fu
  expansion difference 7.8 meV/fu = 72 K
  exchange 0.6 meV, 18 neighbours: -0.43 meV/fu per polymorph
  one branch 10 % stiffer: 9.1 meV/fu = 84 K
```
